# Hartree-Fock hydrogen in a periodic cell: the omitted q=0 exchange term

**Question**

I am computing a single hydrogen atom with spin-polarized Hartree-Fock in a cubic cell of side 20 bohr, at the Gamma point. All Coulomb sums leave out the zero wave vector, in the exchange as well. With one electron I expected exchange to remove the self-repulsion and give me $-1/2$ hartree, but the energy comes out much too high.

I was told that omitting the $q=0$ exchange term "cancels the electron's image repulsion and leaves the energy about 0.071 hartree too high". How does one show this? And why is the sign not the other way round: if a repulsion is cancelled, shouldn't the energy go *down*?

**Answer**

Your objection to the sign is justified. What exchange wrongly cancels is the electron's interaction with its images *and with the neutralizing background*, and that sum is negative. Also, 0.071 hartree is the leading term; the full error in your cell is nearer 0.070.

I use atomic units in the algebra, with cell volume $V=L^3$, a fixed point nucleus at the origin of each cell, and an electron density $\rho$ that is normalized, spherical and negligible in the neighbouring cells.

**1. The potential of a lattice of charges**

Leaving out $G=0$ means that every unit charge produces the zero-mean potential

$$\phi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},\qquad \nabla^2\phi=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+\frac{4\pi}{V}.$$

The last term is the uniform background that the omission supplies. Write $\phi=1/r+w$. For $r<L$ there is no other point charge, so $\nabla^2w=4\pi/V$. The spherical average $\bar w(r)$ then obeys

$$\frac{1}{r^2}\frac{d}{dr}\left(r^2\frac{d\bar w}{dr}\right)=\frac{4\pi}{V}\;\Rightarrow\;\frac{d\bar w}{dr}=\frac{4\pi r}{3V}\;\Rightarrow\;\bar w(r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3V}.$$

The first integration constant vanishes because $w$ is regular at the origin. The second is $w(0)$, which must scale as $1/L$ and defines $\alpha$.

To find $\alpha$, take $L=1$ and split each point charge into a Gaussian charge with potential $\mathrm{erf}(\sqrt\pi r)/r$ and a remainder with potential $\mathrm{erfc}(\sqrt\pi r)/r$. The Gaussians, with Fourier transform $e^{-G^2/4\pi}$ and $G=2\pi n$, contribute $\sum_{\mathbf n\ne0}e^{-\pi n^2}/(\pi n^2)$ at the origin. The remainders have mean $\int 4\pi r\,\mathrm{erfc}(\sqrt\pi r)\,dr=1$, which must be subtracted. At the home site, $[\mathrm{erfc}(\sqrt\pi r)-1]/r\to-2$. Hence

$$\alpha=3-\sum_{\mathbf n\neq0}\left[\frac{e^{-\pi n^2}}{\pi n^2}+\frac{\mathrm{erfc}(\sqrt\pi\,n)}{n}\right]=2.8373.$$

**2. The electrostatic terms**

*Nuclei.* Each nucleus feels $w(0)$ from its own images and the background. With the factor ½ for a self-energy,

$$E_{nn}=-\frac{\alpha}{2L}.$$

*Electron and nuclei.* A spherical density samples the spherical average of $\phi$, so

$$-\int\rho\,\phi=-\left\langle\frac1r\right\rangle+\frac{\alpha}{L}-\frac{2\pi\langle r^2\rangle}{3V}.$$

*Hartree energy.* Two independent points drawn from a spherical density have an isotropic separation, so the average $\bar w$ suffices again. Since $\langle\mathbf r\cdot\mathbf r'\rangle=0$, we have $\langle|\mathbf r-\mathbf r'|^2\rangle=2\langle r^2\rangle$, and

$$E_H=\frac12\left\langle\frac{1}{|\mathbf r-\mathbf r'|}\right\rangle-\frac{\alpha}{2L}+\frac{2\pi\langle r^2\rangle}{3V}.$$

Now add the image parts of the three terms. The $\alpha$ terms give $-\tfrac12+1-\tfrac12=0$, and the $\langle r^2\rangle$ terms cancel as well. A neutral spherical atom therefore has no electrostatic image error. What remains beyond the isolated atom's energy is the home self-repulsion $\frac12\langle1/|\mathbf r-\mathbf r'|\rangle$, which exchange ought to remove, and nothing more.

**3. What exchange removes instead**

For one occupied orbital the exchange energy is minus the Hartree expression with the exchange kernel. With $\rho(\mathbf G)=\int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r$ and the zero vector omitted,

$$E_x=-\frac{1}{2V}\sum_{\mathbf G\neq0}\frac{4\pi|\rho(\mathbf G)|^2}{G^2}=-E_H.$$

So exchange cancels all of $E_H$, including its image part. In the electrostatic energy the $G=0$ terms may be dropped because the total charge vanishes: electron-electron, electron-nucleus and nucleus-nucleus terms enter as $\tfrac12-1+\tfrac12$. The exchange term has no such partners, and dropping its $G=0$ part changes the energy.

With $E_H+E_x=0$, the first two contributions of step 2 survive. Relative to the isolated atom, and with the orbital held fixed,

$$\boxed{\Delta E=\frac{\alpha}{2L}-\frac{2\pi\langle r^2\rangle}{3V}}$$

This is minus the image part of $E_H$. Images alone would repel the electron, with a divergent sum; the background makes the sum finite and, here, negative. Cancelling a negative energy raises the total. Equivalently, your electron moves as a bare particle in the lattice of nuclei, without the screening that the neighbouring electrons should provide.

**4. Your cell**

The 1s density $e^{-2r}/\pi$ gives $\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}dr=4\cdot24/32=3$. For $L=20$ bohr (10.58 Å):

- Leading term: $2.8373/40=0.0709$ hartree, or 1.930 eV.
- Second term: $-2\pi/8000$ hartree, or $-0.021$ eV.
- Sum: 1.909 eV, or 0.0701 hartree.

As an independent check, I summed $E_H$ directly over reciprocal vectors using the 1s transform $\rho(G)=16/(4+G^2)^2$. After subtraction of the isolated self-repulsion it gives $-1.9088$ eV, which is the negative energy that exchange cancels.

I also ran the self-consistent problem in twelve s-type Gaussians, building Hartree and exchange separately. The isolated atom has $-13.6056$ eV in this basis, and the periodic one $-11.6969$ eV. The difference is 1.9087 eV.

The orbital does respond a little. It feels the extra potential $-cr^2$ with $c=2\pi/(3V)$, which lowers the energy at second order by at most $c^2(\langle r^4\rangle-\langle r^2\rangle^2)/(3/8)=36c^2$. Here $\langle r^4\rangle=22.5$, and 3/8 hartree is the lowest s excitation energy, put in place of every larger denominator. The calculated lowering is about $6\times10^{-5}$ eV.

**5. The orbital energy is wrong by about twice as much**

On the occupied orbital the Hartree and exchange operators cancel, so its level is the kinetic energy plus $-\int\rho\phi$. To first order it shifts by

$$\Delta\varepsilon=\frac{\alpha}{L}-\frac{2\pi\langle r^2\rangle}{3V}.$$

The nuclear term $-\alpha/(2L)$, which halves the leading error in the total energy, does not enter an orbital level. In your cell the level moves from $-13.606$ to $-9.767$ eV, a shift of 3.839 eV. An ionization energy read from this level would be too small by that amount.

**6. How to repair it**

*Restore the missing constant.* Near the origin the periodic kernel is $1/r-\alpha/L$. Adding $\alpha/L$ to the exchange kernel changes $E_x$ by $-\alpha/(2L)$, because the density integrates to one. The remaining error is $-2\pi\langle r^2\rangle/(3V)$, here $-0.021$ eV. It falls as $L^{-3}$ instead of $L^{-1}$.

*Use the isolated kernel $1/r$ in exchange.* In a periodic code this kernel must be cut off, at Gamma for example at $r=L/2$. The density repeats in every cell, and an uncut $1/r$ would bring the images back. For a compact orbital, exchange then removes the home self-repulsion alone, and by step 2 the error vanishes for a compact spherical atom. The orbital does not relax either. The nuclear images give the electron the potential $\alpha/L-cr^2$, and the Hartree images give $-\alpha/L+c(r^2+\langle r^2\rangle)$. Their sum is the constant $c\langle r^2\rangle$, which exerts no force. Cutting the kernel at $L/2$ changes the 1s exchange energy in your cell by about $10^{-5}$ eV, and by more in smaller cells. The self-consistent run needs no cutoff, because it applies $1/r$ to a single copy of the orbital. Its energy agrees with the isolated atom to rounding error, while the level sits 0.021 eV higher. That offset reflects the choice of zero for the mean potential.

*Use more k points.* Let every cell hold one spin-up electron in a compact orbital $a$, and sample an $N\times N\times N$ mesh containing Gamma. Without overlap between cells, the product $\psi_{\mathbf k}^*\psi_{\mathbf k+\mathbf q}$ has Fourier components $\rho_a(\mathbf q+\mathbf G)$, where $\rho_a$ is the transform of $|a|^2$. The exchange energy per cell is then

$$E_x=-\frac{1}{2N^3V}\sum_{\mathbf q+\mathbf G\neq0}\frac{4\pi|\rho_a(\mathbf q+\mathbf G)|^2}{|\mathbf q+\mathbf G|^2}.$$

The vectors $\mathbf q+\mathbf G$ are the reciprocal vectors of a cell of side $NL$, whose volume is $N^3V$. Exchange thus sees the larger cell, while the electrostatic terms, which have no net image error, keep the small one:

$$\Delta E_N=\frac{\alpha}{2NL}-\frac{2\pi\langle r^2\rangle}{3N^3V}.$$

For $N=2$ this is $1.9302/2-0.0214/8=0.962$ eV. The self-consistent calculation with the exchange cell doubled and $L$ held fixed also gives 0.962 eV.

*Enlarging the cell* at Gamma works just as slowly: the error is 1.909 eV at 10.58 Å and still 0.962 eV at 21.17 Å. Reaching 0.01 eV this way would take a side of about $1.93\times10.58/0.01\approx2000$ Å.

**7. Where this holds, and what happens with more electrons**

Three assumptions entered. The third holds exactly in your cell, and the effect of the first two can be estimated.

- *No overlap.* 1s orbitals one cell apart overlap by $3.2\times10^{-7}$. Six neighbours times this overlap times the binding energy gives $3\times10^{-5}$ eV, which is a generous overestimate. The large-distance level splitting of H$_2^+$, $4Re^{-R-1}$ hartree, is twice the hopping between two sites, and with $R=20$ and six neighbours it gives a lowering at Gamma of about $5\times10^{-6}$ eV. In a small cell, or for a diffuse orbital, this assumption fails first.
- *Spherical density.* The cubic part of the nuclear lattice potential averages to zero over a 1s density. Its second-order effect is bounded by about $7\times10^{-8}$ eV. In a cubic cell $w$ is isotropic up to order $r^2$, and its first nonspherical part grows as $r^4/L^5$. The shape of an open p or d shell therefore enters only at order $L^{-5}$. A molecule with a dipole moment has an electrostatic image error at order $L^{-3}$. With several electrons, transition dipoles between occupied orbitals of the same spin also add exchange terms at order $L^{-3}$.
- *Neutral cell.* For an ion the cancellation in step 2 fails, and a separate charge correction is needed.

For several electrons in orthonormal orbitals, restoring $\alpha/L$ in the exchange kernel changes the energy by

$$-\frac{\alpha}{2L}\sum_{ij}^{\text{same spin}}|\langle i|j\rangle|^2=-\frac{\alpha N_e}{2L},$$

since only the terms $i=j$ survive. The constant left out is thus $\alpha/(2L)$ per electron at Gamma, and $\alpha/(2NL)$ on the $N\times N\times N$ mesh of step 6. It drops out of an energy difference if both sides have the same total number of electrons and every calculation uses the same cell and k mesh. It does not drop out of an ionization energy, nor out of a comparison between cells of different size.

The numerical output below lists the separate contributions and the trend with cell size.

## Computed results

```
cell side: 10.5835 angstrom (= 20 bohr)
Madelung constant, Ewald: 2.837297 (no unit)
Madelung constant, neutral cubes: 2.8373 (no unit)
mean square radius in basis: 0.8400 angstrom^2
isolated atom in basis: -13.6056 eV
basis error of isolated atom: 8.36e-05 eV
nuclear lattice energy: -1.9302 eV
electron-nucleus image energy: 3.8390 eV
Hartree image energy, exact 1s sum: -1.9088 eV
leading error alpha/(2L): 1.9302 eV (= 0.07093 hartree)
second-moment term: -0.0214 eV
relaxation term: -6.00e-05 eV
total energy, q=0 exchange omitted: -11.6969 eV
full error, q=0 exchange omitted: 1.9087 eV (= 0.07014 hartree)
occupied level, isolated: -13.6056 eV
occupied level, q=0 omitted: -9.7667 eV
level shift, q=0 omitted: 3.8389 eV
error with alpha/L restored: -0.0214 eV
size of error with isolated exchange kernel: 3.0e-15 eV
level offset with isolated exchange kernel: 0.0214 eV
error with exchange cell doubled (2x2x2 k mesh): 0.9624 eV
side 7.938 angstrom: error 2.5226 eV, two-term formula 2.5229 eV
side 10.584 angstrom: error 1.9087 eV, two-term formula 1.9088 eV
side 15.875 angstrom: error 1.2804 eV, two-term formula 1.2804 eV
side 21.167 angstrom: error 0.9624 eV, two-term formula 0.9624 eV
bound on cubic distortion energy: 7.2e-08 eV
overlap of 1s orbitals one cell apart: 3.18e-07 (no unit)
rough size of overlap energy, 6 x overlap x binding: 2.6e-05 eV
```
